# Phonon-assisted absorption and its square law, derived in two ways

A model indirect semiconductor has a gap of 1.00 eV and phonons of 0.02 and 0.06 eV. Multiply its absorption coefficient $\alpha$ by the photon energy $\omega$, take the square root, and draw a straight line through the values at 1.15 and 1.25 eV. The line reaches zero at 1.0095 eV. Nothing in the model has that energy: it is not the gap, and absorption sets in at 0.94, 0.98, 1.02 and 1.06 eV. The number follows from the law

$$\omega\,\alpha(\omega)=\sum_j K_j\,(\omega-E_j)^2\,\theta(\omega-E_j),\tag{1}$$

with one term for each way of absorbing or emitting a phonon. With constant $K_j$ the square belongs to $\omega\alpha$, and the contribution of each term to $\alpha$ itself is quadratic only to leading order above its threshold. Constant $K_j$ is itself a leading-order statement: the energy denominators change the exponent by an amount comparable to the effect of the factor $1/\omega$, as the last section shows.

## The model

The algebra uses atomic units, $\hbar=m_e=e=4\pi\varepsilon_0=1$, with $c$ the speed of light. The valence band is full, with its top at wavevector zero. The conduction band is empty and has $N_v$ equivalent valleys elsewhere in the zone. Near the extrema the hole and electron kinetic energies are

$$\varepsilon_h=\frac{k^2}{2m_h},\qquad \varepsilon_c=\frac{\kappa_l^2}{2m_l}+\frac{\kappa_t^2}{2m_t},$$

where $\boldsymbol\kappa$ is measured from the valley bottom and $\kappa_t$ is its transverse part. Transitions cost $E_g+\varepsilon_h+\varepsilon_c$ in electronic energy. Electron-hole attraction is left out for now.

The light has vector potential $A_0\cos\omega t$ and couples through $\mathbf A\cdot\mathbf p$. The part that can supply energy is $Fe^{-i\omega t}$, where $F$ has matrix elements $(A_0/2)p$; the factor $1/2$ comes from splitting the cosine. The photon wavevector is negligible, so $F$ acts vertically. Label by $v_1,c_1$ the band states at the hole's wavevector and by $v_2,c_2$ those at the electron's. The momentum matrix elements are $p_1$ for $v_1\to c_1$ and $p_2$ for $v_2\to c_2$.

A phonon mode of energy $\Omega$ in a crystal of volume $V$ and mass density $\rho$ is an oscillator of mass $\rho V$, with displacement $(2\rho V\Omega)^{-1/2}(b+b^\dagger)$. Multiplied by a coupling $D_c$ or $D_v$ (energy per length), it scatters $c_1\to c_2$ or $v_1\to v_2$. Call this interaction $X$. For thermal occupation $N$ the mean squared matrix element is

$$\frac{D^2\nu}{2\rho V\Omega},\qquad \nu=N\ \text{(absorbed)},\quad \nu=N+1\ \text{(emitted)}.$$

The couplings, the momentum matrix elements and the refractive index $n$ are constants, and $\Omega$ is flat near the connecting wavevector. The thresholds are $E_j=E_g-\Omega$ for absorption and $E_j=E_g+\Omega$ for emission.

## First derivation: transitions counted one by one

**The amplitude.** Light alone cannot connect $v_1$ to $c_2$, because their wavevectors differ. Let $|i\rangle$ be the initial state, $|m\rangle$ an intermediate state reached by light, and $\Delta=E_m-E_i-\omega$. In the interaction picture

$$i\dot a_m=F_{mi}e^{i\Delta t}\quad\Rightarrow\quad a_m=-\frac{F_{mi}}{\Delta}e^{i\Delta t},$$

apart from a switch-on term that does not drive the final state resonantly. The phonon then acts on this amplitude:

$$i\dot a_f=X_{fm}a_m e^{i(E_f-E_m)t}=T\,e^{i(E_f-E_i-\omega)t},\qquad T=-\frac{X_{fm}F_{mi}}{\Delta}.$$

Two intermediate states contribute, and in both the light acts first. Because $X$ scatters only among conduction states or only among valence states, the phonon cannot act first: the conduction band is empty and every valence state is occupied. In a real crystal a phonon can also scatter $v_1$ into a higher conduction band at the valley, from which light connects to $c_2$; the model leaves this route out.

In the electron route, light lifts $v_1\to c_1$, and the electron scatters to $c_2$. Here $\Delta=D_1-\omega$, with $D_1$ the vertical gap at the zone centre. In the hole route, light lifts $v_2\to c_2$, and the electron in $v_1$ drops into the hole at $v_2$. Here $\Delta=D_2-\omega$, with $D_2$ the vertical gap at the valley.

The final states agree up to a sign, which anticommutation fixes. Let orbital names stand for annihilation operators and $|0\rangle$ for the filled valence band. Then

$$c_2^\dagger c_1c_1^\dagger v_1|0\rangle=c_2^\dagger v_1|0\rangle,$$

$$v_2^\dagger v_1c_2^\dagger v_2|0\rangle=c_2^\dagger v_2^\dagger v_1v_2|0\rangle=-c_2^\dagger v_2^\dagger v_2v_1|0\rangle=-c_2^\dagger v_1|0\rangle.$$

In the second line, moving $c_2^\dagger$ to the left past two operators gives no sign, and exchanging $v_1$ with $v_2$ gives one. Hence

$$|T|^2=\frac{A_0^2}{4}\,\frac{\nu}{2\rho V\Omega}\,S^2,\qquad S(\omega)=\frac{p_1D_c}{D_1-\omega}-\frac{p_2D_v}{D_2-\omega}.\tag{2}$$

The products $p_1D_c$ and $p_2D_v$ are taken real. A change of phase of any orbital multiplies both by the same factor, so their relative sign has physical meaning.

Equation (2) was tested against avoided crossings in a four-orbital, two-electron model with a quantized photon and phonon. The amplitudes agreed within 0.2 %, for phonon absorption and for emission.

**The rate.** Integrating $\dot a_f$ gives $|a_f|^2=|T|^2\sin^2(\delta t/2)/(\delta/2)^2$, with $\delta=E_f-E_i-\omega$. As a function of $\delta$ this peak has area $2\pi t|T|^2$ and narrows as $t$ grows. The rate into a continuum is therefore $2\pi|T|^2\delta(E_f-E_i-\omega)$. With $W=\omega-E_j$, energy conservation reads $\varepsilon_h+\varepsilon_c=W$.

The phonon can carry any wavevector difference, so $\mathbf k$ and $\boldsymbol\kappa$ are summed independently. Two spins and $N_v$ valleys give the rate per volume

$$R=\frac{2N_v}{V}\,2\pi|T|^2\,V^2J(W)=\frac{\pi N_vA_0^2S^2\nu}{2\rho\Omega}J(W),\tag{3}$$

$$J(W)=\int\!\frac{d^3k}{(2\pi)^3}\int\!\frac{d^3\kappa}{(2\pi)^3}\,\delta(W-\varepsilon_h-\varepsilon_c).$$

The volume cancels: there are more phonon modes in a larger crystal, but each couples more weakly.

**The pair density.** For an isotropic mass $m$, the number of states per volume and spin below energy $\varepsilon$ is

$$\frac{1}{(2\pi)^3}\frac{4\pi}{3}(2m\varepsilon)^{3/2}=\frac{(2m\varepsilon)^{3/2}}{6\pi^2}.$$

Its derivative is the density of states $g(\varepsilon)=m^{3/2}\sqrt\varepsilon/(\sqrt2\,\pi^2)$. For the ellipsoidal valley, rescaling each axis by the square root of its mass replaces $m^{3/2}$ by $(m_lm_t^2)^{1/2}$, so $m_e=(m_lm_t^2)^{1/3}$ from here on. Then

$$J(W)=\int_0^W g_h(x)g_c(W-x)\,dx=\frac{(m_em_h)^{3/2}}{2\pi^4}\int_0^W\!\sqrt{x(W-x)}\,dx.$$

With $x=W\sin^2\theta$ the integral is $2W^2\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=2W^2\cdot\pi/16=\pi W^2/8$, and

$$J(W)=\frac{(m_em_h)^{3/2}}{16\pi^3}W^2.\tag{4}$$

Each particle brings a square root, and sharing the energy between them adds one more power of $W$. A vertical transition has a single free wavevector and so gives $\sqrt W$. Counts on a wavevector lattice test this difference: the number of states below $W$ grew with exponent 3.000 for free pairs and 1.505 for vertical ones, where integration of the two laws predicts 3 and 3/2.

**The absorption coefficient.** The electric field amplitude is $\omega A_0$, so the intensity is $I=\tfrac12n\varepsilon_0c\,\omega^2A_0^2=nc\,\omega^2A_0^2/(8\pi)$. The absorbed power per volume is $\omega R$. Therefore

$$\alpha=\frac{\omega R}{I}=\frac{8\pi R}{nc\,\omega A_0^2}=\frac{4\pi^2N_vS^2\nu}{nc\rho\Omega\,\omega}J(W).$$

Now hold the denominators in $S$ at their threshold values, $S_j=S(E_j)$. Inserting (4) gives equation (1), with

$$K_j=\frac{N_vS_j^2\,\nu_j\,(m_em_h)^{3/2}}{4\pi\,n\,c\,\rho\,\Omega_j}.\tag{5}$$

Different phonon outcomes are different final states, so their rates add without interference.

## Second derivation: dressed light coupling and spreading in time

This route does not follow the amplitudes of intermediate states in time and never uses a density of states. It first removes the phonon coupling by a change of basis, then follows the electron-hole pair in time.

**Dressing.** Let $H_0$ contain the bands and the free phonons. Seek a small antihermitian $G$ with $[H_0,G]=X$. Then

$$e^{G}(H_0+X)e^{-G}=H_0+X+[G,H_0]+O(X^2)=H_0+O(X^2),$$

and the same change of basis turns the light coupling into $F+[G,F]$. To first order in $X$, phonon-assisted absorption is thus a first-order optical process with the operator $[G,F]$.

Take the terms of $X$ that absorb a phonon, and write $M_{c,v}=D_{c,v}(2\rho V\Omega)^{-1/2}$. Commutation with $H_0$ multiplies $c_2^\dagger c_1b$ by $E_{c2}-E_{c1}-\Omega$, and $v_2^\dagger v_1b$ by $E_{v2}-E_{v1}-\Omega$. So

$$G\ni\frac{M_c\,c_2^\dagger c_1b}{E_{c2}-E_{c1}-\Omega}+\frac{M_v\,v_2^\dagger v_1b}{E_{v2}-E_{v1}-\Omega}.$$

At the band extrema, with energies measured from the valence top, $E_{c2}=E_g$, $E_{c1}=D_1$, $E_{v1}=0$ and $E_{v2}=E_g-D_2$. The denominators become $-(D_1-E_j)$ and $-(D_2-E_j)$ with $E_j=E_g-\Omega$. For emission $\Omega$ changes sign and the same expressions hold with $E_j=E_g+\Omega$.

The commutators needed are

$$[c_2^\dagger c_1,\,c_1^\dagger v_1]=c_2^\dagger v_1,\qquad [v_2^\dagger v_1,\,c_2^\dagger v_2]=-c_2^\dagger v_1,$$

both cases of $[a^\dagger b,c^\dagger d]=\delta_{bc}a^\dagger d-\delta_{ad}c^\dagger b$. The relative minus sign appears without reference to which states are filled. The effective operator for one pair is

$$[G,F]\ni-\frac{A_0}{2}\frac{S_j}{\sqrt{2\rho V\Omega}}\;c_2^\dagger v_1\,b\quad(\text{or }b^\dagger).\tag{6}$$

**The rate as a time integral.** For any operator $Q$ driving transitions as $Qe^{-i\omega t}$, write the energy delta function as an integral over time:

$$2\pi\sum_f|Q_{fi}|^2\delta(E_f-E_i-\omega)=\int_{-\infty}^{\infty}\!dt\,e^{i\omega t}\langle Q^\dagger(t)Q(0)\rangle,$$

because $\langle Q^\dagger(t)Q(0)\rangle=\sum_f|Q_{fi}|^2e^{-i(E_f-E_i)t}$. With $Q$ from (6), the phonon factor is $\langle b^\dagger(t)b\rangle=Ne^{i\Omega t}$ for absorption and $\langle b(t)b^\dagger\rangle=(N+1)e^{-i\Omega t}$ for emission. Together with $e^{-iE_gt}$ from the gap this gives $\nu_je^{-iE_jt}$: thresholds and Bose factors arise in one step.

Distinct pairs lead to orthogonal final states, so the electronic factor is a sum over pairs, and it factorizes:

$$\sum_{\mathbf k,\boldsymbol\kappa}e^{-i(\varepsilon_h+\varepsilon_c)t}=V^2Z_h(t)Z_c(t),\qquad Z(t)=\int\!\frac{d^3k}{(2\pi)^3}e^{-ik^2t/2m}=\left(\frac{m}{2\pi it}\right)^{3/2}.$$

The Gaussian integral is made convergent by $it\to s=it+\eta$ with $\eta\to0^+$. $Z(t)$ is the amplitude for a particle released at a point to be found there again after time $t$. It falls as $t^{-3/2}$ because the wave packet spreads in three directions. Constant matrix elements mean that electron and hole are created at a common point, after which they spread independently. The product falls as $t^{-3}$.

**Back to energy.** The rate per volume has the form of (3), with

$$J(W)=\frac1{2\pi}\int_{-\infty}^\infty\!dt\,e^{iWt}Z_hZ_c=\frac{(m_em_h)^{3/2}}{8\pi^3}\,\frac1{2\pi}\int_{-\infty}^\infty\!dt\,\frac{e^{iWt}}{(it+\eta)^3}.$$

Since $\int_0^\infty\tfrac12W^2e^{-sW}dW=s^{-3}$, the inverse transform of $s^{-3}$ is $\tfrac12W^2\theta(W)$. This gives $J=(m_em_h)^{3/2}W^2/(16\pi^3)$, which is equation (4). Dividing by the intensity as before yields (1) and (5).

The time picture extends at once. In $d$ dimensions each amplitude falls as $t^{-d/2}$, the product as $t^{-d}$, and the pair density rises as $W^{d-1}$: linearly in a two-dimensional layer. In a vertical transition the pair has one common wavevector, so a single factor $t^{-3/2}$ survives and gives $\sqrt W$.

## Reading the numbers

The example has $p_1=p_2=1$ Å$^{-1}$, $D_c=3$ eV/Å, $D_v=1$ eV/Å, $D_1=3$ eV and $D_2=4$ eV. The masses are $m_l=1.0$, $m_t=0.2$ and $m_h=0.5$ free-electron masses, with $N_v=6$, $n=3.5$ and $\rho=2500$ free-electron masses per Å$^3$. At $\omega=E_g$ the electron route gives $1\cdot3/(3-1)=1.500$ Å$^{-2}$, the hole route $1\cdot1/(4-1)=0.333$ Å$^{-2}$, and $S=1.167$ Å$^{-2}$. This one value is used in all four channels. With $S'=3/2^2-1/3^2=0.64$ Å$^{-2}$/eV, shifting $\omega$ by 0.06 eV changes $S^2$ by about $2(0.06)(0.64)/1.167\approx7$ %, which is the largest change that simplification makes in any one $K_j$.

At a thermal energy of 0.025 eV the occupations are 0.816 and 0.100. The strengths $K_j$, in order of threshold, are $0.0637$, $1.564$, $3.480$ and $0.702$ in units of $10^{-6}$ Å$^{-1}$eV$^{-1}$. Within one branch, the strength $K_j$ for phonon absorption is $N/(N+1)$ times that for emission: $0.816/1.816=0.449$ for the softer phonon. The contributions to $\alpha$ at a given photon energy have a larger ratio, because the absorbing channel opens at a lower energy. On cooling, $N\to0$ and the two lower thresholds vanish. At high temperature both Bose factors grow in proportion to temperature.

At 1.20 eV the strongest channel, emission of the 0.02 eV phonon, contributes

$$\frac{3.480\times10^{-6}\,(1.20-1.02)^2}{1.20}=9.40\times10^{-8}\ \text{Å}^{-1}.$$

The others add 0.36, 6.31 and 1.15 in units of $10^{-8}$ Å$^{-1}$, for a total of $1.72\times10^{-7}$ Å$^{-1}$, or 17 cm$^{-1}$. At the gap energy itself $\alpha$ is $8.5\times10^{-10}$ Å$^{-1}$, not zero, because both phonon-absorbing channels are already open.

The intercept of the opening can now be explained. Above all thresholds let $K=\sum_jK_j$, let $\bar E$ be the mean of $E_j$ weighted by $K_j$, and let $\sigma^2$ be the corresponding variance. Completing the square,

$$\omega\alpha=K\left[(\omega-\bar E)^2+\sigma^2\right],\qquad \sqrt{\omega\alpha}\approx\sqrt K\left[x+\frac{\sigma^2}{2x}\right],\quad x=\omega-\bar E.$$

A line through $x_a$ and $x_b$ has slope $\sqrt K[1-\sigma^2/(2x_ax_b)]$. To first order in $\sigma^2$ it meets zero at

$$\bar E-\frac{\sigma^2}{2}\left(\frac1{x_a}+\frac1{x_b}\right).$$

Here $\bar E=1.0132$ eV, and the strengths above give $\sigma^2=6.5\times10^{-4}$ eV$^2$. With $x_a=0.137$ and $x_b=0.237$ eV the correction is 0.0037 eV, and the intercept is 1.0095 eV, as found. The mean lies above the gap because emission outweighs absorption. The value 1.0095 eV belongs to law (1), with constant $K_j$ and free pairs, and the effects left out move it by more than the 0.0037 eV correction. It becomes about 1.02 eV with flat intermediate bands and 1.03 eV with running denominators, both defined in the last section. A Coulomb attraction with binding energy 0.018 eV, the hydrogenic value for these masses with dielectric constant $n^2$, lowers it to about 0.91 eV.

The root is straight while a single channel is open, here between 0.94 and 0.98 eV. For free pairs, a better marker of thresholds is the second derivative of $\omega\alpha$, a staircase that rises by $2K_j$ at each $E_j$. Attraction between electron and hole destroys the staircase, because each onset then becomes a square root at an energy below $E_j$, as the last section shows. For the free pairs of the example, the second derivative at 0.98 eV jumps from $0.13$ to $3.25$ in units of $10^{-6}$ Å$^{-1}$eV$^{-1}$.

The absolute scale was tested by counting wavevector pairs on a lattice and evaluating rate and light flux in SI units. For the 0.06 eV emission channel at 1.16 eV, with $S$ taken at that photon energy, the count gave $7.277\times10^{-9}$ Å$^{-1}$ and the formula $7.270\times10^{-9}$ Å$^{-1}$. Further checks are in the numerical output.

## What each derivation assumes

Both keep the transition amplitude to first order in the phonon coupling and in the light field. Both need full and empty bands, and vertical gaps well above $\omega$: as $\omega\to D_1$ the amplitude (2) diverges and the expansion fails. They differ in how they treat the denominators, the bands and the interaction between the particles.

**Denominators.** The first derivation produces $D_1-\omega$, which suggests improving the result by letting $\omega$ run. At 1.20 eV this raises $\alpha$ from 1.72 to 2.17 in units of $10^{-7}$ Å$^{-1}$, by 26 %. The second derivation shows that this is not a consistent improvement. Its denominator contains $E_{c2}-E_{c1}$ and no $\omega$; away from the extrema its magnitude is

$$D_1-E_j-\varepsilon_c+\delta_c,$$

where $\delta_c$ is the change of $E_{c1}$ from its value at the zone centre. The running form replaces $\varepsilon_c$ by all of $W=\varepsilon_c+\varepsilon_h$ and drops $\delta_c$. The two derivations agree once the wavevector dependence of $D_1$ is restored, since $D_1$ then grows by $\varepsilon_h+\delta_c$.

The difference matters at first order in $W$. Suppose the intermediate bands are flat. The electron route then varies with $\varepsilon_c$ and the hole route with $\varepsilon_h$, and each averages $W/2$, because the weight $\sqrt{x(W-x)}$ is symmetric. The mean of $S^2$ grows as $1+WS'/S$, half the rate of the running form. The local exponent of $\alpha$ in one channel is

$$\frac{d\ln\alpha}{d\ln W}=2-\frac W\omega+\lambda\,W\frac{S'}{S},$$

with $\lambda=2$ for running denominators and, to first order in $W$, $\lambda=1$ for flat intermediate bands. At $W=0.1$ eV in the 0.06 eV emission channel the first choice gives 2.03 and the second about 1.97. The exponent tends to 2 at threshold either way, but the sign of the deviation depends on bands that the model does not specify.

**Bands.** The first derivation needs only densities of states, so nonparabolic bands can be inserted in the convolution. It also shows what happens if the amplitude vanishes at the extremum and grows linearly with $k$. Then $|T|^2$ gains a factor $x$, and substituting $x=Wu$ in $\int_0^Wx^{3/2}(W-x)^{1/2}dx$ gives $W^3$. The second derivation, as written, uses Gaussian integrals and hence parabolic bands.

**Interaction.** The convolution assumes that electron and hole energies simply add. The time picture needs only the amplitude for the pair to return to a common point, which remains defined when the two attract. For isotropic masses, a bound pair with binding energy $B$ and internal wavefunction $\varphi$ moves as one particle of mass $M=m_e+m_h$. Its return amplitude is $|\varphi(0)|^2e^{iBt}(M/2\pi it)^{3/2}$, which contributes

$$J_B(W)=|\varphi(0)|^2\,\frac{M^{3/2}}{\sqrt2\,\pi^2}\sqrt{W+B}.$$

The onset is then a square root, at an energy $B$ below $E_j$. Attraction also strengthens the absorption into unbound pairs, because it raises the probability of finding electron and hole at the same point. For a Coulomb attraction with ground-state binding energy $B$, this probability is raised by a factor of about $1+\pi\sqrt{B/E}$ at internal energy $E\gg B$, which approaches 1 only slowly. With bound and unbound pairs included, the pair density is 4.8 times the value (4) at $W=10B$ and still 1.7 times at $W=100B$. Equation (1) therefore describes free pairs, and its error extends far beyond the binding energy.

## Table of computed values

```
indirect gap 1.00 eV, thermal energy 0.025 eV
vertical gaps: centre 3.0, valley 4.0 eV
momentum matrix element 1.0 1/angstrom (times hbar)
phonon couplings: electron 3.0, hole 1.0 eV/angstrom
masses: long 1.0, trans 0.2, hole 0.5 m_e
electron density-of-states mass 0.3420 m_e
valleys 6, refractive index 3.5
mass density 2500 m_e/angstrom^3
phonon 0.02 eV: occupation N = 0.8160
phonon 0.06 eV: occupation N = 0.0998
electron route at w=gap 1.5000 1/angstrom^2
hole route at w=gap 0.3333 1/angstrom^2
route sum S at w=gap 1.1667 1/angstrom^2
channel: threshold eV, Bose factor, K in 1/(angstrom eV)
  absorb 0.06 eV: 0.94, 0.0998, 6.3727e-08
  absorb 0.02 eV: 0.98, 0.8160, 1.5636e-06
  emit   0.02 eV: 1.02, 1.8160, 3.4798e-06
  emit   0.06 eV: 1.06, 1.0998, 7.0247e-07
second derivative of w*alpha above each threshold, 1/(angstrom eV)
  above 0.94 eV: 1.2745e-07
  above 0.98 eV: 3.2546e-06
  above 1.02 eV: 1.0214e-05
  above 1.06 eV: 1.1619e-05
w eV: alpha frozen, alpha running denominators, 1/angstrom
  0.96: 2.6553e-11, 2.5426e-11
  1.00: 8.5485e-10, 8.5485e-10
  1.04: 7.3635e-09, 7.6968e-09
  1.10: 4.3220e-08, 4.8362e-08
  1.20: 1.7208e-07, 2.1681e-07
alpha frozen at 1.20 eV = 17.208 1/cm
channel parts of frozen alpha at 1.20 eV, 1/angstrom
  absorb 0.06 eV: 3.5899e-09
  absorb 0.02 eV: 6.3064e-08
  emit   0.02 eV: 9.3955e-08
  emit   0.06 eV: 1.1474e-08
line through sqrt(w*alpha) at 1.15, 1.25 eV hits zero at 1.0095 eV
strength-weighted mean threshold 1.0132 eV
local exponent of alpha, 0.06 eV emission channel
  0.001 eV above threshold: 2.0002
  0.010 eV above threshold: 2.0020
  0.100 eV above threshold: 2.0330
  0.300 eV above threshold: 2.1815
crossing/derived amplitude: absorb 1.00118, emit 0.99849
propagated/golden-rule rate 0.9941
test point: w 1.16 eV, 0.06 eV emission channel
alpha counted 7.2772e-09, formula 7.2704e-09 1/angstrom
count exponents: free pairs 3.000, vertical 1.505
```
